Magnetocrystalline anisotropy by second variation: force theorem, band number and smearing

**Definitions and conventions**

A ferromagnet has a free energy that depends on the direction n of its magnetization. For a uniaxial system the quantity sought is

K = F(x) − F(z).

K > 0 means that z is preferred over x; z is then the easy axis provided no tilted or other in-plane direction lies lower. The magnetic dipole (shape) energy is not included.

Hartree atomic units are used, the lattice constant is 1, and α is the fine-structure constant. T is the Fermi-Dirac width, an energy. At fixed electron number N_el,

F = E − T𝒮, E = Σ f ε, f = 1/(1 + exp[(ε − μ)/T]),

where 𝒮 is the entropy of the occupations and sums over bands include an average over k.

Spin-orbit coupling (SOC) is ξ L·S with S = σ/2. The spin frame follows the magnetization:

n = (sin θ, 0, cos θ), e₁ = (cos θ, 0, −sin θ), e₂ = y.

Thus "up" means up along n, and

L·S = ½(L_n σ_z + L₁ σ_x + L₂ σ_y).

The up-up, down-down and up-down blocks are ½L_n, −½L_n and ½(L₁ − iL₂).

**Two orbitals by hand**

Take the orbitals a = xy and b = x²−y². In terms of L_z eigenstates |m⟩,

a = (i/√2)(|−2⟩ − |2⟩), b = (1/√2)(|−2⟩ + |2⟩).

Then L_z b = −(2/√2)(|−2⟩ − |2⟩) = 2i a, so ⟨a|L_z|b⟩ = 2i. The diagonal elements of L_z vanish. L_x and L_y change m by one and have no elements within this pair.

Let the down levels be 0 for a and D > 0 for b. An exchange splitting B > 0 puts the up levels at −B and D − B. Three electrons fill everything except b-down.

For n = z the coupling conserves spin. In the down block it joins filled a to empty b with magnitude ½ξ·2 = ξ. The lower eigenvalue is

D/2 − √(D²/4 + ξ²) ≈ −ξ²/D.

Both up levels are filled, so their coupling leaves the sum of their energies, a trace, unchanged.

For n = x we have L_n = L_x and L₁ = −L_z. The coupling now flips spin, again with magnitude ξ. It joins filled a-up to empty b-down across the gap D + B, lowering the energy by about ξ²/(D + B). The other pair, b-up and a-down, is filled and contributes nothing. Hence

K ≈ ξ²/D − ξ²/(D + B) > 0.

This example already contains the method: find levels without SOC, choose n, add SOC as a small matrix, diagonalize, fill, subtract.

It also shows two dangers. If the empty level b-down is dropped from the basis, all three remaining levels are filled, the coupling leaves their trace unchanged for either direction, and K = 0, so states that matter can be lost by truncation. Second, ξ²/D diverges as D → 0. For a degenerate down pair holding one electron, n = z gives levels ±ξ with μ = 0. Relative to ξ = 0,

δF = −T ln[(1 + e^{ξ/T})(1 + e^{−ξ/T})/4] = −2T ln cosh(ξ/2T).

For T ≫ ξ this is −ξ²/(4T); for T ≪ ξ it tends to −ξ. Smearing therefore changes the physics of near-degenerate levels at the Fermi energy, as well as the numerical noise.

**The SOC operator in PAW**

Eliminating the small component of the Dirac equation gives the kinetic operator (σ·p) g (σ·p), with

g = 1/(2M), M = 1 + α²(E − V)/2.

Move g to the left, using [p, g] = −i g′ r̂ and (σ·u)(σ·w) = u·w + iσ·(u×w). The spin-dependent part is

g′ σ·(r̂×p) = (g′/r) σ·L.

Since M′ = −α²V′/2, we have g′ = −M′/(2M²) = α²V′/(4M²). With σ = 2S this becomes

H_SO = ξ(r) L·S, ξ(r) = α² V′/(2M² r).

The scalar-relativistic equation keeps the remaining terms. As a check, L·S equals 1 for j = 5/2 and −3/2 for j = 3/2, so a d level splits by 5ξ/2. For hydrogenic 3d at Z = 10, with M = 1, this gives 1.644 mHa against 1.645 mHa from the Dirac energies.

In PAW the all-electron state inside a sphere is Σ_i φ_i ⟨p̃_i|ψ̃⟩, with partial waves φ_i and projectors p̃_i. Neglect SOC outside the spheres and take the potential in ξ(r) as spherical. Inserting the expansion gives

H_SO = Σ_ij |p̃_i⟩ ξ_ij (L·S)_ij ⟨p̃_j|,

where ξ_ij is the radial integral of ξ(r) between φ_i and φ_j, and (L·S)_ij acts on their angular parts and spin.

Two partial waves at energies ±h represent a wave at energy 0 up to order h², because φ is smooth in energy and two waves reproduce its value and first energy derivative. For a screened test potential, the relative error of the SOC integral is 4.9% at h = 0.1 Ha and 1.2% at h = 0.05 Ha. Here the two waves are matched to the target wave at the sphere radius. A single wave at −h, scaled to the same value at the sphere radius, gives 41% and 17%; these figures depend on the sign of the energy offset and on the normalization.

**Second variation in general**

Scalar-relativistic PAW bands satisfy H̃_σ ψ̃_nσ = ε_nσ S̃ ψ̃_nσ, with ⟨ψ̃_nσ|S̃|ψ̃_mσ⟩ = δ_nm. The tilde distinguishes the PAW overlap S̃ from spin. Expand the spinor in the lowest N_b bands of each spin and project the SOC equation on them. The overlap becomes the unit matrix, leaving a 2N_b × 2N_b problem at each k:

H_{nσ,mσ′} = ε_nσ δ_nm δ_σσ′ + V_{nσ,mσ′},
V_{nσ,mσ′} = Σ_ij P*_{i,nσ} ξ_ij (L·S)^{σσ′}_ij P_{j,mσ′}, P_{i,nσ} = ⟨p̃_i|ψ̃_nσ⟩.

Up and down orbitals may differ; the spin-flip block uses both sets. If all bands of the finite basis are kept, this is a change of basis and must reproduce the direct spinor eigenproblem. In the model below it does so to rounding error.

**Why the potential may be frozen**

The force theorem says that K can be taken from band free energies, with the exchange field rotated rigidly and no new self-consistency. A mean-field model shows the reason. Let m be the moment in the sphere, −Im²/4 the interaction energy, and −(Δ/2)m̂ the exchange term in the band Hamiltonian. At self-consistency Δ = Im, so the band sum contains −Im²/2. Adding Im²/4 = Δ²/(4I) corrects the double counting:

G_n(Δ) = F_n(Δ) + Δ²/(4I).

At fixed N_el, dF_n/dΔ = −m/2, hence

dG_n/dΔ = ½(Δ/I − m),

which vanishes at the self-consistent Δ_n. If Δ₀ is the field found without SOC, then to leading order

G_n(Δ₀) − G_n(Δ_n) = ½ G_n″ (Δ₀ − Δ_n)².

The term Δ₀²/(4I) is common to both directions, so the frozen estimate of K is F(x) − F(z). The next section shows that F has no term linear in ξ at any Δ. Its derivative m then has none either, so Δ_n − Δ₀ = O(ξ²) and the error is O(ξ⁴), against K = O(ξ²).

In the numerical check on the d-band model below, doubling ξ from a quarter to a half of its model value multiplies the error of F(z) by 15.8, near 2⁴ = 16. At full ξ, on a 12×12 mesh with T = 0.005 Ha, K is 1.219 μHa frozen and 1.231 μHa self-consistent. The difference, 0.011 μHa, is 0.9% of the latter. This model relaxes the exchange field but not the charge. In density-functional theory the same stationarity argument makes the error second order in the change of density and magnetization; it fails if SOC changes the magnetic state substantially.

**The second-order limit**

Let H = H₀ + λV at fixed μ, with grand potential Ω. Then dΩ/dλ = Tr[f(H)V]. For a power H^p, the first-order change has matrix elements

V_nm Σ_{s=0}^{p−1} ε_n^s ε_m^{p−1−s} = V_nm (ε_n^p − ε_m^p)/(ε_n − ε_m).

The same quotient therefore holds for f(H). Inserting it and integrating over λ from 0 to 1 gives

δF = ½ Σ_nm |V_nm|² (f_n − f_m)/(ε_n − ε_m),

with the quotient replaced by df/dε for equal energies. The first-order term is absent because the model bands can be chosen real, while L is imaginary and antisymmetric in real orbitals. At fixed N_el, μ shifts by O(ξ²); since Ω + μN_el is stationary in μ, this alters F only at O(ξ⁴), and δF = δΩ at this order.

The spin-conserving terms contain |(L_n)_nm|². For real bands the elements of L₁ and L₂ are imaginary, so the cross term in |(L₁ − iL₂)_nm|² vanishes and the spin-flip terms contain

|L₁|² + |L₂|² = |L_x|² + |L_y|² + |L_z|² − |L_n|².

Here each |L|² denotes the squared modulus of one matrix element. Everything is thus quadratic in n. Tetragonal symmetry removes the xz cross term, giving F(θ) − F(0) = K sin²θ. The program scales ξ by 0.03 and averages F over +ξ and −ξ, which removes the odd orders. On a 24×24 mesh at T = 0.005 Ha this even part gives the fraction 0.5000 at 45°, and its K agrees with second order to 0.02%.

**A d-band model**

The test system is a square lattice with one site per cell, seven electrons, and two d shells, ten orbitals per spin. The hopping t(R) has the values −0.036, 0.024 and −0.006 Ha for orbitals with |m| = 0, 1, 2 about the bond. Second-neighbour hopping is scaled by 2^{−5/2}. With t(k) = Σ_R t(R) cos(k·R), the matrices are

H_σ = e⊗1 + h⊗t(k) ∓ (Δ/2) P†(M_s⊗1)P,
P = A⊗1 + 0.02 (1⊗t(k))/0.036,
S̃ = 1 + P†(q⊗1)P.

The upper sign is for up spin. The first factor is radial, the second angular. Written by rows,

e = diag(0, 0.6) Ha, h = [1, 1.2; 1.2, 2],
A = [1, 0.2; 0.1, 0.9], q = [0.3, 0.1; 0.1, 0.15],
M_s = [0.9, 0.15; 0.15, 0.5], Δ = 0.15 Ha,
ξ_ij = [3.0, 1.8; 1.8, 1.08] mHa.

These are round parameters and describe no particular material. Unless stated otherwise, the N×N meshes used for this model are shifted by half a step, k = 2π(j + ½)/N along each axis.

**Convergence in band number**

At fixed N_el, F is the minimum of Tr(ρH) − T𝒮[ρ] over one-particle density matrices ρ. Keeping fewer bands restricts ρ, so F can only rise. K is a difference of two such quantities and has no such bound. On a 48×48 mesh with T = 0.002 Ha, the errors relative to all ten bands are, in μHa:

N_b: error of F(z), error of K
5: 49.05, −0.039
6: 43.48, −0.132
7: 36.93, −0.083
8: 26.49, −0.105
9: 14.06, −0.008

For N_b = 5 the error of K is 1.603 − 1.642 = −0.039 μHa, or 2.4% of K, while F(z) is wrong by about thirty times K. Adding a sixth band makes K worse.

The near-cancellation can be derived in a limit. Suppose the omitted bands m are empty and lie at a common large distance W above the kept bands n. Second order then gives the missing energy

−(1/W) Σ_n f_n Σ_m |V_nm|².

If the omitted bands form a complete d shell with both spins, and the projections are on-site with a common radial factor r₀, closure gives Σ_m |V_nm|² = r₀² ⟨n|(L·S)²|n⟩. Using L×L = iL,

(L·σ)² = L² + iσ·(L×L) = L² − σ·L,
(L·S)² = L²/4 − L·S/2.

For d orbitals L²/4 = 6/4 = 3/2, and ⟨n|L·S|n⟩ = 0 for the real, spin-pure bands. Every kept band then contributes the same 3r₀²/2, so the missing energy, −(3r₀²/2W) Σ_n f_n, does not depend on the magnetization direction and cancels in K.

The program evaluates the omitted-band sum at T = 0.005 Ha. Its anisotropy relative to its size is 0.0007 in the model, and 0.00001 when the upper shell is moved to 20 Ha and the projector tails are removed. Cutting through the shell removes the closure argument, so the cancellation is no longer guaranteed: the errors of K are larger at N_b = 6 to 8, although N_b = 9, which also cuts the shell, has the smallest error of the five. The practical rule is to add complete shells where they can be separated, and to monitor K itself. In this model a gap of more than 0.25 Ha separates the two shells of each spin. In a real solid the empty bands overlap and mix s, p and d character, a band count does not in general close a shell, and only the monitoring of K remains. Agreement between two neighbouring N_b is weak evidence.

**Convergence in the mesh**

Smearing makes mesh sums converge exponentially. Consider a chain with ε = −cos k, μ = 0 and N mesh points k = 2πj/N. Let g(k) = ln(1 + e^{−ε/T}), so that Ω is −T times the average of g. With Fourier coefficients c_R, the mesh average is Σ_l c_{lN}, because e^{iRk} averages to zero unless R is a multiple of N. The leading error of the average is 2c_N, since g is even.

Integrating by parts,

c_N = (1/2π)∫ g e^{iNk} dk = −(1/(2πiN)) ∫ g′ e^{iNk} dk.

The function g′ has poles of residue 1 where ε = ±iπT. The nearest ones in the upper half-plane are k = ±π/2 + iκ with sinh κ = πT. The residue theorem gives, for N divisible by four, c_N ≈ −(2/N)e^{−κN}. Therefore

Ω_N − Ω_∞ ≈ −2T c_N = (4T/N) e^{−κN}.

At T = 0.05 and N = 40 the computed error is 9.59×10⁻⁶ and the formula gives 9.58×10⁻⁶.

For small T and a band of velocity v at the Fermi level, the pole lies at distance κ ≈ πT/v. The exponent is then πTN/v, and the N needed for a given accuracy grows roughly as 1/T. The d-band results for K on the shifted meshes, in μHa, show this trend (unconverged entries depend on the shift; a Γ-centred 24×24 mesh gives 9.45, 0.90 and 1.56):

mesh: T = 0.0005, 0.002, 0.008 Ha
24×24: 8.38, 2.36, 1.56
48×48: 6.57, 1.64, 1.56
96×96: 7.25, 1.65, 1.56
144×144: 7.22, 1.65, 1.56

**Convergence in smearing**

A converged mesh does not remove the dependence on T. If the density of states is smooth on the scale T, the entropy is linear in T; write 𝒮 = 2aT. From 𝒮 = −dF/dT and E = F + T𝒮,

F = E₀ − aT² + O(T⁴), E = E₀ + aT² + O(T⁴).

The mean (E + F)/2 removes the quadratic term. On the chain at fixed filling, its error falls from 2.69×10⁻⁷ to 1.65×10⁻⁸ when T is halved from 0.02 to 0.01, a factor near 16.

In the d-band model on the 144×144 mesh, K in μHa is:

T (Ha): from F, from E, mean, second order
0.0005: 7.22, 9.23, 8.23, 8.82
0.001: 4.95, 9.58, 7.27, 5.67
0.002: 1.65, 5.41, 3.53, 1.61
0.004: 0.41, 0.55, 0.48, 0.36
0.008: 1.56, −1.88, −0.16, 1.66

At the smallest width the mesh is not fully converged: K from F still changes by 0.03 μHa between 96×96 and 144×144, and the other columns are more sensitive. A 288×288 mesh gives 7.205 from F, 9.147 from E and 8.176 for the mean, and the second-order value moves from 9.14 to 8.82 between 96×96 and 144×144. On the 144×144 mesh the mean at T = 0.0005 Ha is (7.22 + 9.23)/2 = 8.23 μHa, against 7.27 at twice that width. In the quadratic regime, K from E minus K from F would fall fourfold when T is halved. It falls only from 4.63 to 2.01 μHa, so that regime, and with it the zero-width limit, has not been reached. The quadratic regime requires T to be small against the structure near the Fermi level, including SOC splittings, and averaging cannot repair its absence. At T = 0.008 Ha the two definitions even disagree about the easy axis.

Second order exceeds the full K at T = 0.0005 Ha, by 22% on the 144×144 mesh and by 26% on 96×96; on the 144×144 mesh about three quarters of the excess is of even order in ξ and one quarter of odd order. The degenerate pair shows that second order can fail once T is no longer large against ξ: its term −ξ²/(4T) then overestimates the gain for n = z. It does not account for most of the excess here. The even higher-order part is +0.29 μHa in F(z), the sign the pair gives, but about −0.9 μHa in F(x), where second order underestimates the gain. The difference changes sign just below T = 0.002 Ha and again between 0.004 and 0.008 Ha, so the close agreement at 0.002 Ha does not establish accuracy. Reversing the sign of ξ splits the full K minus the second-order K into an odd part and a higher even part. In μHa these are −0.23 and +0.27 at T = 0.002 Ha, a near-cancellation, −0.11 and +0.16 at 0.004 Ha, and −0.10 and 0.00 at 0.008 Ha. Only at the largest width is the difference due to odd orders alone.

With all bands, the 144×144 mesh gives K = 1.65 μHa = 0.045 meV at T = 0.002 Ha. This is a mesh-converged free-energy difference at that width, not the zero-temperature anisotropy.

**The algorithm**

1. Converge the scalar-relativistic collinear calculation. Store ε_nσ(k), P_{i,nσ}(k) and ξ_ij.
2. For each magnetization direction n, build V in the spin frame along that direction and diagonalize the 2N_b × 2N_b matrix on the same k mesh, using symmetry common to both directions.
3. Find μ separately for each direction at the same N_el, then form F and K.
4. At fixed T, refine the mesh until K is stable. Then enlarge N_b, by complete shells where gaps separate them and otherwise in several large steps, until K is stable.
5. Lower T, refine the mesh roughly as 1/T, and repeat. Quote a zero-width value once K from F, from E and from their mean approach a common limit.
6. If the required accuracy is comparable with the force-theorem error, or SOC changes the moments appreciably, run self-consistent calculations for both directions.

Computed values

```
hopping sigma, pi, delta (Ha): -0.036 0.024 -0.006
upper d level, exchange field, xi (Ha): 0.6 0.15 0.003
electrons per site: 7.0  projector tail: 0.02
radial hopping factors: [[1.0, 1.2], [1.2, 2.0]]
on-site projections: [[1.0, 0.2], [0.1, 0.9]]
augmentation overlap q: [[0.3, 0.1], [0.1, 0.15]]
sphere overlap M: [[0.9, 0.15], [0.15, 0.5]]
xi matrix (mHa): [[3.0, 1.8], [1.8, 1.08]]
3d splitting, Z=10: SOC 1.64356, Dirac 1.64508 mHa
radial test: charge 26, screening 0.4 bohr, sphere 2.2 bohr
radial test: xi averaged in sphere 5.521 mHa
energy distance 0.1 Ha: relative xi error, two waves 4.91e-02, one wave 4.11e-01
energy distance 0.05 Ha: relative xi error, two waves 1.19e-02, one wave 1.70e-01
second variation, all bands, minus direct: 1.0e-15 Ha
12x12 mesh, T=0.005 Ha: sphere moment 2.1854 mu_B, Stoner I 0.06864 Ha
force-theorem error of F(z), xi/2 and xi/4: 4.758e-09, 3.014e-10 Ha, ratio 15.79
K frozen 1.2194, K self-consistent 1.2307 microHa
small xi: K / second-order K = 1.00017
small xi: [F(45 deg)-F(0)]/K = 0.49996
omitted-band sum, |x-z|/|z|: model 0.0007, distant upper shell 0.00001
chain, T=0.05, N=40: mesh error 9.5882e-06, law 9.5789e-06
chain, error of (E+F)/2 at T=0.02, 0.01: 2.694e-07, 1.647e-08
K (microHa) by mesh; columns T (Ha) = [0.0005, 0.001, 0.002, 0.004, 0.008]
  24x24: 8.3838  6.0271  2.3640  0.4703  1.5605
  48x48: 6.5715  4.7751  1.6416  0.4086  1.5603
  96x96: 7.2494  4.9588  1.6466  0.4086  1.5603
  144x144: 7.2208  4.9533  1.6465  0.4086  1.5603
144x144 mesh, K (microHa): T (Ha), from F, from E, mean, 2nd order
  0.0005  7.2208  9.2349  8.2278  8.8167
  0.0010  4.9533  9.5827  7.2680  5.6692
  0.0020  1.6465  5.4108  3.5287  1.6071
  0.0040  0.4086  0.5530  0.4808  0.3581
  0.0080  1.5603  -1.8758  -0.1577  1.6589
48x48 mesh, T=0.002 Ha: bands per spin, K, F(z) error, K error (microHa)
  5  1.6030  49.0485  -0.0386
  6  1.5092  43.4787  -0.1324
  7  1.5586  36.9321  -0.0830
  8  1.5363  26.4925  -0.1053
  9  1.6341  14.0647  -0.0076
  10  1.6416  0.0000  0.0000
main result, 144x144, T=0.002 Ha, all bands: K = 1.647 microHa = 0.04480 meV
```
